\section*{The inverse-fourth attraction between a molecule and an insulating monolayer}

\section{A molecule above a sheet}

When a dielectric film is grown from the vapour on a two-dimensional channel material, it starts from molecules that arrive from the gas. If the surface offers no reactive sites, an arriving precursor molecule is held only by physisorption, and the time it spends near the surface depends on how strongly the monolayer attracts it. Two small nonpolar systems that are far apart compared with their own size attract each other with an energy nearly proportional to $r^{-6}$, as long as retardation is negligible. The monolayer contains many such systems, spread over a plane. How does the attraction of the whole sheet depend on the height $z$ of the molecule?

Hartree atomic units are used. The molecule $A$ is at height $z$ above an infinite flat sheet with $n$ sites per unit area, and it interacts with each site $B$ through the pair energy
\begin{equation}
u(r)=-\frac{C_6}{r^6},\qquad C_6>0 .
\label{eq:pair}
\end{equation}
Four assumptions are made. Pair energies add. The molecule and each site respond to a field as local point dipoles; for the sites this suits an insulating sheet, but it omits the terms in $r^{-8}$ and beyond from higher multipoles, which can be sizable near contact. The electron clouds of molecule and sheet do not overlap. Finally, $z$ is small compared with $c/\omega$, where $\omega$ is a typical excitation frequency, so that the delay of the electromagnetic field is negligible. The result will be
\begin{equation}
U(z)=-\frac{\pi n C_6}{2z^4}
\label{eq:law}
\end{equation}
for heights larger than the spacing of the sites.

\section{The pair energy}

The coefficient $C_6$ can be obtained from a model in which each system is an isotropic harmonic oscillator: a charge $q$ of mass $m$ bound with frequency $\omega$. A static field $E$ displaces the charge by $qE/(m\omega^2)$, so the polarizability is $\alpha=q^2/(m\omega^2)$. The dipole operator $\mu_i=qx_i$ connects the ground state to the first excited state along $i$ alone, with
\begin{equation}
|\langle 1_i|\mu_i|0\rangle|^2=q^2\langle 0|x_i^2|0\rangle=\frac{q^2}{2m\omega}=\frac{\alpha\omega}{2}.
\label{eq:element}
\end{equation}
The dipole of $B$ produces at $A$ the field $\mathbf T\boldsymbol\mu_B$, so the coupling is
\begin{equation}
V=-\sum_{ij}\mu_{A,i}T_{ij}\mu_{B,j},\qquad
T_{ij}=\frac{3\hat r_i\hat r_j-\delta_{ij}}{r^3}.
\label{eq:coupling}
\end{equation}
The first-order energy vanishes because neither ground state has a mean dipole. In second order both oscillators are excited once, at a cost $\omega_A+\omega_B$. With \eqref{eq:element},
\begin{equation}
E_2=-\frac{\alpha_A\omega_A}{2}\,\frac{\alpha_B\omega_B}{2}\,
\frac{1}{\omega_A+\omega_B}\sum_{ij}T_{ij}^2 .
\label{eq:second}
\end{equation}
The eigenvalues of $r^3\mathbf T$ are $2$ along the line of centres and $-1$ twice across it. Hence $\sum_{ij}T_{ij}^2=(4+1+1)/r^6=6/r^6$, and comparison with \eqref{eq:pair} gives
\begin{equation}
C_6=\frac32\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.
\label{eq:c6}
\end{equation}

The example uses round model parameters for a molecule above a weakly polarizable sheet: $\alpha_A=30$ and $\alpha_B=4$ bohr$^3$, $\omega_A=0.4$ and $\omega_B=0.6$ hartree. Then
\[
C_6=\tfrac32(30)(4)\frac{(0.4)(0.6)}{1.0}=43.2\ \text{hartree bohr}^6 .
\]
The exact zero-point energy of the two coupled oscillators at large separation was used as a test and gives the same value to the digits printed.

\section{Integration over the sheet}

Let $\rho$ be the distance in the plane from the point below the molecule. A ring of width $d\rho$ contains $2\pi n\rho\,d\rho$ sites, all at the distance $r=(\rho^2+z^2)^{1/2}$. When $z$ exceeds the site spacing, the sum over sites may be replaced by an integral; the error is derived in the next section. For a general power $p>2$, put $s=\rho^2+z^2$, so that $ds=2\rho\,d\rho$:
\begin{align}
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^{p/2}}
&=\pi\int_{z^2}^{\infty}s^{-p/2}\,ds
=\pi\left[\frac{s^{1-p/2}}{1-p/2}\right]_{z^2}^{\infty}\nonumber\\
&=\frac{2\pi}{(p-2)\,z^{p-2}} .
\label{eq:power}
\end{align}
The upper limit contributes nothing because $p>2$. For $p=6$ the value is $\pi/(2z^4)$, and multiplication by $-nC_6$ gives \eqref{eq:law}.

The change of exponent has a simple meaning. The sites that matter lie within a lateral distance of order $z$, and their number grows as $nz^2$. Each contributes an energy of order $C_6/z^6$. The product is of order $nC_6/z^4$, and the integral supplies the factor $\pi/2$.

The size of this footprint follows from the same integral with a finite upper limit. For a disc of radius $R$ centred below the molecule,
\begin{equation}
\frac{U_R(z)}{U(z)}
=\frac{z^{-4}-(z^2+R^2)^{-2}}{z^{-4}}
=1-\frac{1}{[1+(R/z)^2]^2}.
\label{eq:disc}
\end{equation}
A disc with $R=z$ supplies $1-1/4=75\%$ of the attraction, and one with $R=3z$ supplies $1-1/100=99\%$. If instead $R\ll z$, expansion of \eqref{eq:disc} gives the fraction $2R^2/z^2$, so that $U_R\approx-(n\pi R^2)C_6/z^6$. A distant small flake acts as a single body containing $n\pi R^2$ sites, and the inverse-sixth law returns. The inverse-fourth law therefore needs a flake that is wide compared with $z$. Directly above the straight edge of a half-infinite continuous sheet, reflection in the edge shows that the missing half would have contributed as much as the half that is present. The attraction there is half of \eqref{eq:law}. For a square lattice cut parallel to its rows, this edge lies half a spacing outside the last row of sites.

\section{The error of the continuous sheet}

Real sites form a lattice. Let the molecule have the lateral position $\boldsymbol\rho_A$, and let $f(\boldsymbol\rho)=(\rho^2+z^2)^{-3}$. The sum $F(\boldsymbol\rho_A)=\sum_{\mathbf R}f(\boldsymbol\rho_A-\mathbf R)$ over lattice points has the period of the lattice, so it is a Fourier series in the reciprocal vectors $\mathbf G$. Its coefficient is an integral over one cell of area $1/n$. Summing over $\mathbf R$ joins the cells into the whole plane:
\begin{equation}
F(\boldsymbol\rho_A)=n\sum_{\mathbf G}\tilde f(G)\,e^{i\mathbf G\cdot\boldsymbol\rho_A},
\qquad
\tilde f(G)=\int d^2\rho\,f(\boldsymbol\rho)\,e^{-i\mathbf G\cdot\boldsymbol\rho}.
\label{eq:poisson}
\end{equation}
To find $\tilde f$, write $s^{-3}=\frac12\int_0^\infty t^2e^{-st}dt$ with $s=\rho^2+z^2$. The integral over the plane is then Gaussian, $\int d^2\rho\,e^{-t\rho^2-i\mathbf G\cdot\boldsymbol\rho}=(\pi/t)e^{-G^2/4t}$, and
\begin{equation}
\tilde f(G)=\frac{\pi}{2}\int_0^\infty t\,e^{-tz^2-G^2/(4t)}\,dt .
\label{eq:tint}
\end{equation}
Substitute $t=(G/2z)e^{v}$. The exponent becomes $-\frac12Gz(e^v+e^{-v})=-Gz\cosh v$, and $t\,dt=(G/2z)^2e^{2v}dv$. The part of $e^{2v}$ odd in $v$ integrates to zero, which leaves
\begin{equation}
\tilde f(G)=\frac{\pi G^2}{8z^2}\,2\int_0^\infty\cosh(2v)\,e^{-Gz\cosh v}dv
=\frac{\pi G^2}{4z^2}K_2(Gz),
\label{eq:bessel}
\end{equation}
where the last integral is the standard representation of the modified Bessel function $K_2$. At $G=0$, \eqref{eq:tint} gives $\pi/(2z^4)$, the uniform result. Dividing the other terms by it, and pairing $\mathbf G$ with $-\mathbf G$, one obtains
\begin{equation}
\frac{U(z,\boldsymbol\rho_A)}{U(z)}
=1+\sum_{\mathbf G\neq0}\frac{(Gz)^2}{2}K_2(Gz)\cos(\mathbf G\cdot\boldsymbol\rho_A).
\label{eq:corrugation}
\end{equation}
Within the additive model this is an identity. Each cosine averages to zero over a cell, so \eqref{eq:law} is the lateral average of the attraction at every height. For large $x=Gz$ the integral in \eqref{eq:bessel} comes from small $v$, where $\cosh v\approx1+v^2/2$. This gives $K_2(x)\approx(\pi/2x)^{1/2}e^{-x}$, and each relative correction in \eqref{eq:corrugation} has the amplitude
\begin{equation}
\varepsilon_G\approx\sqrt{\frac{\pi}{8}}\,(Gz)^{3/2}e^{-Gz}.
\label{eq:decay}
\end{equation}
The discreteness of the sheet is thus hidden exponentially fast with height. Equation \eqref{eq:decay} is only the leading term; its relative correction is about $15/(8Gz)$, so near $Gz=7.5$ it describes the rate of decay well but gives an amplitude about a fifth too small.

For the example take a square lattice of spacing $a=5$ bohr, so that $n=1/a^2=0.04$ bohr$^{-2}$. The prefactor in \eqref{eq:law} is $\pi nC_6/2=2.714$ hartree bohr$^4$. At $z=6$ bohr,
\[
U=-\frac{2.714}{6^4}=-2.094\times10^{-3}\ \text{hartree}=-57.0\ \text{meV}.
\]
The explicit sum over sites is $3.73\%$ stronger than this above a site and $3.24\%$ weaker above the centre of a square. The two are nearly opposite because the four shortest vectors, with $G=2\pi/a$, have cosine $+1$ at the first position and $-1$ at the second. The next four, along the diagonals, have cosine $+1$ at both. Half the difference of the two percentages, $3.5\%$, therefore comes almost entirely from the first group, and half their sum, $0.25\%$, almost entirely from the second. At $z=12$ bohr the sum above a site is $-1.30906\times10^{-4}$ hartree and the law gives $-1.30900\times10^{-4}$.

A sharper measure is the local exponent $p(z)=-d\ln|U|/d\ln z$. Above a site it is $5.998$ at $z=1$ bohr, $5.60$ at $3$, $4.23$ at $6$ and $4.0006$ at $12$. Close to one site its own term $z^{-6}$ dominates the sum; farther out the sheet takes over. (The smallest heights show the behaviour of the sum; a molecule there would overlap with the sheet.) The excess of $0.23$ at $6$ bohr looks large beside an energy error of under $4\%$, but differentiation enlarges a rapidly decaying term. From \eqref{eq:decay}, $d\ln\varepsilon_G/d\ln z\approx\frac32-Gz=1.5-7.5=-6.0$ for the shortest vectors, and $6.0\times0.037\approx0.22$. An exponent fitted close to the surface can thus differ visibly from four while the energy is already near the law.

\section{Directional response}

A monolayer need not respond equally in all directions. Let each site have polarizability $\alpha_\parallel$ along the two in-plane axes and $\alpha_\perp$ along the normal, with the same frequency $\omega_B$ for all three. In \eqref{eq:second}, $\alpha_B$ must then stay inside the sum. Since $\sum_iT_{ij}^2=(1+3\hat r_j^2)/r^6$, and $\hat r_z^2=z^2/r^2$, the product $6\alpha_B$ is replaced by
\begin{equation}
\alpha_\parallel\left(5-\frac{3z^2}{r^2}\right)+\alpha_\perp\left(1+\frac{3z^2}{r^2}\right).
\label{eq:aniso}
\end{equation}
The integral of $z^2/r^8$ over the plane is $\pi/(3z^4)$ by \eqref{eq:power} with $p=8$. Compared with $\pi/(2z^4)$ for $r^{-6}$, this means that $z^2/r^2$ has the weighted average $2/3$. Expression \eqref{eq:aniso} then averages to $3\alpha_\parallel+3\alpha_\perp$. The inverse-fourth law survives, with
\begin{equation}
\alpha_B\longrightarrow\frac{\alpha_\parallel+\alpha_\perp}{2}
\label{eq:effective}
\end{equation}
in \eqref{eq:c6}. The two in-plane axes together count as much as the normal alone, because a dipole pointing from a site towards the molecule couples most strongly, and the nearest sites lie below it.

\section{From one layer to a thick solid}

Suppose equal layers are stacked below the first with spacing $d$, and pair energies still add. The attraction is
\begin{equation}
U_{\rm stack}(z)=-\frac{\pi nC_6}{2}\sum_{j=0}^{\infty}\frac{1}{(z+jd)^4}.
\label{eq:stack}
\end{equation}
At $z=d/2$ the ratio to the monolayer is $\sum_j(2j+1)^{-4}$. The sum of all inverse fourth powers is $\pi^4/90$, and the even terms make up $1/16$ of it, so the odd terms give
\begin{equation}
\frac{U_{\rm stack}(d/2)}{U(d/2)}=\frac{15}{16}\,\frac{\pi^4}{90}=\frac{\pi^4}{96}\approx1.0147 .
\label{eq:ratio}
\end{equation}
With $d=12$ bohr this is the situation at $z=6$ bohr: the top layer supplies $98.55\%$ of the attraction of the stack. In this additive model, making the channel thicker hardly changes the attraction at this height. At $z=d$ the sum in \eqref{eq:stack} is $\pi^4/(90d^4)$, so the deeper layers already add $8\%$ to the monolayer value.

Far away the outcome is different. For $z\gg d$, each term of \eqref{eq:stack} represents a slab of thickness $d$ centred on its layer, and the slabs begin at the distance $Z=z-d/2$:
\begin{equation}
\sum_{j}\frac{1}{(z+jd)^4}\approx\frac1d\int_{Z}^{\infty}\frac{d\zeta}{\zeta^4}=\frac{1}{3dZ^3},
\qquad
U_{\rm stack}\approx-\frac{\pi nC_6}{6d\,(z-d/2)^3}.
\label{eq:cube}
\end{equation}
A third integration has removed a third power of the distance. To estimate the error, expand $g(\zeta)=\zeta^{-4}$ about the centre of each slab. Its integral is $d\,g+d^3g''/24$ to leading order, so the sum is smaller than the integral form by
\[
\frac{d^2}{24}\sum_jg''\approx\frac{d}{24}\int_Z^\infty g''\,d\zeta=\frac{d}{24}\,\frac{4}{Z^5}=\frac{d}{6Z^5},
\]
which is $d^2/(2Z^2)$ relative to $1/(3dZ^3)$. At $z=600$ bohr this is $144/(2\times594^2)=2.0\times10^{-4}$. The printed energies, $-3.59672\times10^{-10}$ from the layers and $-3.59751\times10^{-10}$ hartree from \eqref{eq:cube}, differ by $2.2\times10^{-4}$ of the latter; cutting the layer sum off after 2000 layers accounts for about $0.14\times10^{-4}$ of this. This comparison tests the summation alone: the retardation length $c/\omega_B$ is $228$ bohr, so a real molecule at that height would not follow the nonretarded law.

\section{A physisorption well}

Attraction alone has no minimum. As a model of the repulsion at contact, extend \eqref{eq:pair} to
\begin{equation}
u(r)=C_6\left(\frac{\sigma^6}{r^{12}}-\frac1{r^6}\right),
\label{eq:lj}
\end{equation}
which crosses zero at $r=\sigma$. Equation \eqref{eq:power} with $p=12$ gives $\pi/(5z^{10})$, and the continuous sheet has the energy
\begin{equation}
W(z)=\pi nC_6\left(\frac{\sigma^6}{5z^{10}}-\frac{1}{2z^4}\right).
\label{eq:well}
\end{equation}
Its derivative, $W'=2\pi nC_6(z^{-5}-\sigma^6z^{-11})$, vanishes at $z=\sigma$. It is negative below this height and positive above it, so the point is a minimum. The depth is
\begin{equation}
-W(\sigma)=\pi nC_6\,\frac{1}{\sigma^4}\left(\frac12-\frac15\right)=\frac{3\pi nC_6}{10\,\sigma^4},
\label{eq:depth}
\end{equation}
three fifths of the attraction at that height; the repulsion cancels the rest.

For one isolated pair, setting the derivative of \eqref{eq:lj} to zero gives $r^6=2\sigma^6$ and the depth $C_6/(4\sigma^6)$. The sheet holds the molecule nearer, at $\sigma$ instead of $2^{1/6}\sigma$, because distant sites still attract while their repulsion has died out. The ratio of the depths is $6\pi n\sigma^2/5$, again a count of the sites in the footprint.

With $\sigma=6$ bohr ($3.175$ \AA), this ratio is $5.4$, and the well depth is
\[
\tfrac35\times57.0\ \text{meV}=34.2\ \text{meV}=1.257\times10^{-3}\ \text{hartree}.
\]
This is of the order of the thermal energy at room temperature, roughly $25$ meV, so the model molecule is weakly held. The depth is an energy for one molecule; a nucleation rate would also need entropy, surface diffusion, encounters between molecules and their reactions.

The well belongs to the laterally averaged energy. At $z=\sigma$ the whole continuous sheet repels with $\pi n\sigma^2/5=0.90$ in units of $C_6/\sigma^6$, whereas a single site directly below the molecule already gives $1$. The repulsion is therefore more sensitive to lateral position than the attraction, and the percentages found for the attraction must not be read as the corrugation of the well. Summing \eqref{eq:lj} over the lattice of the example gives a minimum of about $31$ meV at $6.3$ bohr above a site and about $40$ meV at $5.6$ bohr above the centre of a square.

\section{How far pair energies add}

The sites also polarize one another, which the pair sum ignores. The oscillator model allows a direct comparison. All dipoles of a square flake of $17\times17$ sites, and the molecule $6$ bohr above its central site, are coupled through \eqref{eq:coupling}. The interaction energy is the zero-point energy of the whole, minus that of the coupled flake, minus that of the free molecule. It is compared with the pair sum over the same flake, so the finite size does not enter as an error.

For $\alpha_B=4$ bohr$^3$ the coupled result is $3.7\%$ weaker than the pair sum. For $\alpha_B=0.4$ the reduction is $0.41\%$, and for $0.04$ it is $0.042\%$. The pair energy is proportional to $\alpha_B$. The next terms contain $\alpha_B$ twice, either through two different sites or through repeated coupling of the molecule to one site, so the relative deviation should start linearly in $\alpha_B$, as the numbers show. The comparison does not separate the two kinds of term.

In this example additivity costs about as much accuracy as the neglect of the lattice at the same height. The two errors behave differently: the lattice correction disappears exponentially with $z$, while the coupling between neighbouring sites does not depend on the height of the molecule, so mutual polarization can alter the coefficient at any $z$. The size of the shift still varies slowly with $z$, because the height sets the wavelengths of the field that polarizes the sheet. Its size for a strongly polarizable monolayer cannot be inferred from these numbers. The calculation also uses point dipoles without damping, and so leaves out the finite extent of the charge clouds.

Mutual polarization can change the exponent as well. Treat the sheet as continuous, and let the total potential in its plane be $\phi\,e^{i\mathbf q\cdot\boldsymbol\rho}$. The in-plane dipoles then carry the charge density $-n\alpha_\parallel q^2\phi$, whose own potential in the plane is $2\pi/q$ times as large, or $-2\pi n\alpha_\parallel q\,\phi$. An applied potential is therefore reduced by the factor $1/(1+2\pi n\alpha_\parallel q)$. The continuous treatment omits the local field of the lattice, which shifts the polarizabilities by an amount independent of $q$, so $\alpha_\parallel$ here means the value of a site within the sheet. A molecule at height $z$ probes wave numbers of order $1/z$, so the in-plane part of the attraction follows $z^{-4}$ only for $z\gg2\pi n\alpha_\parallel$, with a correction that dies as $1/z$. Dipoles along the normal behave in the opposite way: a wave of normal polarization produces in the sheet a field $2\pi q$ times as large and parallel to itself, which raises the response by the relative amount $2\pi n\alpha_\perp q$. For $\alpha_\perp=\alpha_\parallel$, as in the example, the two corrections cancel to first order and the total exponent stays close to four. When $\alpha_\parallel$ is much the larger, the length $2\pi n\alpha_\parallel$ decides. This screening length is $1.0$ bohr in the example, but it can reach tens of bohr in strongly polarizable semiconducting monolayers. At heights below it the in-plane response saturates, and the part of the attraction that comes from this response falls off more slowly than $z^{-4}$.

A doped or metallic channel lies outside the derivation for a more basic reason. Its carriers move charge over distances far beyond one site, so its response is not a sum of local dipoles, and neither the coefficient nor the exponent of \eqref{eq:law} should be carried over without a separate calculation of what the carriers add. For an insulating monolayer the inverse-fourth power applies in a window, with a coefficient that mutual polarization can shift from its pair value: $z$ must exceed the site spacing, it must be large compared with both the extent of the electron clouds and the screening length $2\pi n\alpha_\parallel$, and it must remain well below both the width of the flake and the retardation length. Where the screening length is tens of bohr, a molecule in contact with the monolayer lies below this window. The main values for the example are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
molecule polarizability = 30.0 bohr^3
molecule frequency = 0.40 hartree
site polarizability = 4.0 bohr^3
site frequency = 0.60 hartree
site spacing a = 5.0 bohr
site density n = 0.0400 bohr^-2
layer spacing d = 12.0 bohr
pair length sigma = 6.0 bohr
retardation length c/omega_site = 228 bohr
C6 from formula = 43.2000 hartree bohr^6
C6 from exact coupled pair = 43.2000 hartree bohr^6
pi n C6 / 2 = 2.7143 hartree bohr^4
z = 6 bohr: law -2.09440e-03, sum above site -2.17252e-03 hartree
z = 8 bohr: law -6.62680e-04, sum above site -6.65470e-04 hartree
z = 12 bohr: law -1.30900e-04, sum above site -1.30906e-04 hartree
z = 24 bohr: law -8.18123e-06, sum above site -8.18123e-06 hartree
local exponent above site, z = 1 bohr: 5.9985
local exponent above site, z = 3 bohr: 5.6040
local exponent above site, z = 6 bohr: 4.2327
local exponent above site, z = 12 bohr: 4.0006
local exponent above site, z = 24 bohr: 4.0000
sum minus law, above site, z = sigma: +3.73 percent
sum minus law, above hollow, z = sigma: -3.24 percent
fraction from disc R = 1 z: 0.7500
fraction from disc R = 3 z: 0.9900
stack / monolayer attraction at z = d/2: 1.01468
monolayer share of stack at z = d/2: 98.55 percent
far height for stack test = 600 bohr
stack energy there, layer sum = -3.59672e-10 hartree
stack energy there, cube law = -3.59751e-10 hartree
attraction at sigma = -56.99 meV
well position = 6.000 bohr
well position = 3.175 angstrom
well depth = 1.25664e-03 hartree
well depth = 34.19 meV
flake for many-body test = 17 x 17 sites
many-body minus pair sum, site polarizability 4.00 bohr^3: -3.7091 percent
many-body minus pair sum, site polarizability 0.40 bohr^3: -0.4128 percent
many-body minus pair sum, site polarizability 0.04 bohr^3: -0.0417 percent
\end{verbatim}
